# Photon-Pair Statistics of Two-Mode Squeezing and Thermal Single-Arm Correlations

## 1. What goes wrong with a Poisson guess

A pair source emits signal and idler photons together. It is tempting to treat the pairs as independent random events, so that their number in a pulse follows a Poisson distribution. For a small mean pair number $N$, the probability of two pairs would then be about $N^2/2$.

For a source with one signal mode and one idler mode the probability is about $N^2$, twice as large. At small $N$, the Poisson guess therefore underestimates the double pairs that spoil a single-photon source. The factor 2 is the limit $N\to0$: with the distribution of Section 6 the ratio of the two-pair probabilities is $2e^{N}/(1+N)^3$, which is 1.28 at $N=0.27$ and falls below 1 for $N$ above about 0.48. It also predicts a second-order correlation of 1 in each arm, where the value is 2. The equal photon numbers in the two arms do not make either number steady.

## 2. Model and conventions

Let $a$ and $b$ annihilate a photon in the signal and idler modes. The modes are orthogonal, so

$$[a,a^\dagger]=[b,b^\dagger]=1,\qquad [a,b]=[a,b^\dagger]=0 .$$

The pump is strong enough to be replaced by a classical amplitude, and it loses a negligible fraction of its photons. Pair creation is resonant, so no oscillating phase remains in the interaction picture. The Hamiltonian is

$$H=i\hbar g\left(e^{i\phi}a^\dagger b^\dagger-e^{-i\phi}ab\right),$$

where $g>0$ is a constant rate and $\phi$ is set by the pump phase. The second term is the Hermitian conjugate of the first. Both modes start in vacuum, and there is no loss during generation.

Since $H$ is constant, the evolution operator after time $t$ is $e^{-iHt/\hbar}$. The factor $-i\cdot i=1$ makes the exponent

$$-\frac{iHt}{\hbar}=rB,\qquad r=gt,\qquad B=e^{i\phi}a^\dagger b^\dagger-e^{-i\phi}ab .$$

Thus $U=e^{rB}$ and $|\psi\rangle=U|0,0\rangle$. In $|n,m\rangle$ the signal number comes first. The squeezing parameter $r$ is dimensionless.

## 3. Why the photon numbers are equal

Consider the number difference $D=a^\dagger a-b^\dagger b$. The operator $a^\dagger b^\dagger$ raises both numbers by one:

$$[a^\dagger a,a^\dagger b^\dagger]=a^\dagger b^\dagger,\qquad
[b^\dagger b,a^\dagger b^\dagger]=a^\dagger b^\dagger .$$

Subtraction gives $[D,a^\dagger b^\dagger]=0$. The operator $ab$ lowers both numbers by one, so $[D,ab]=0$ in the same way. Hence $D$ commutes with $B$ and with $U$, and

$$D|\psi\rangle=UD|0,0\rangle=0 .$$

Only states with equal numbers can appear:

$$|\psi\rangle=\sum_{n=0}^{\infty}c_n|n,n\rangle .$$

## 4. The operator that annihilates the output

The input obeys $a|0,0\rangle=0$. Inserting $U^\dagger U=1$ gives

$$0=Ua|0,0\rangle=(UaU^\dagger)|\psi\rangle .$$

To find $UaU^\dagger$, define

$$F(r)=e^{rB}ae^{-rB},\qquad G(r)=e^{rB}b^\dagger e^{-rB}.$$

The required commutators are

$$[B,a]=e^{i\phi}[a^\dagger,a]b^\dagger=-e^{i\phi}b^\dagger,$$

$$[B,b^\dagger]=-e^{-i\phi}a[b,b^\dagger]=-e^{-i\phi}a .$$

Differentiating $F$ and $G$ places these commutators between the exponentials:

$$F'=-e^{i\phi}G,\qquad G'=-e^{-i\phi}F .$$

A second derivative gives $F''=-e^{i\phi}G'=F$. The initial values are $F(0)=a$ and $F'(0)=-e^{i\phi}b^\dagger$, so

$$UaU^\dagger=a\cosh r-e^{i\phi}b^\dagger\sinh r .$$

## 5. The pair-number distribution

Apply this operator to the sum over $|n,n\rangle$, using

$$a|n+1,n+1\rangle=\sqrt{n+1}\,|n,n+1\rangle,\qquad
b^\dagger|n,n\rangle=\sqrt{n+1}\,|n,n+1\rangle .$$

The coefficient of $|n,n+1\rangle$ must vanish:

$$\sqrt{n+1}\left(c_{n+1}\cosh r-e^{i\phi}c_n\sinh r\right)=0 .$$

Therefore $c_{n+1}=e^{i\phi}\tanh r\,c_n$, and repeated use gives

$$c_n=e^{in\phi}\tanh^n r\;c_0 .$$

The vacuum amplitude follows from $d|\psi\rangle/dr=B|\psi\rangle$. Project this equation on $\langle0,0|$. The creation term gives zero, and the annihilation term picks out $c_1$:

$$\frac{dc_0}{dr}=-e^{-i\phi}c_1=-\tanh r\;c_0,\qquad c_0(0)=1 .$$

Since the integral of $\tanh r$ is $\ln\cosh r$, the solution is $c_0=1/\cosh r$. The state is

$$|\psi\rangle=\frac{1}{\cosh r}\sum_{n=0}^{\infty}e^{in\phi}\tanh^n r\,|n,n\rangle .$$

Set $\lambda=\tanh^2r$. Then $1/\cosh^2r=1-\lambda$, and the joint probability is

$$P(n,m)=\delta_{nm}(1-\lambda)\lambda^n .$$

The geometric series $\sum_n\lambda^n=1/(1-\lambda)$ makes the total probability one. The pump phase does not affect the counting statistics.

## 6. One arm alone

To describe the signal alone, trace over the idler. A term $|n,n\rangle\langle m,m|$ contributes $\langle m|n\rangle=\delta_{nm}$, which removes the coherences between different signal numbers:

$$\rho_a=\sum_{n=0}^{\infty}(1-\lambda)\lambda^n|n\rangle\langle n| .$$

The idler has the same form. With $\lambda=e^{-x}$, the probabilities are proportional to $e^{-nx}$. This is the Gibbs distribution of one oscillator, with $x$ the ratio of photon energy to an effective thermal energy. No heat bath is present. The joint state is pure, but its photon number is already spread over many values. Discarding the idler removes the coherences between these values and leaves the signal in a mixed state.

For the moments, differentiate the geometric series once and twice:

$$\sum_n n\lambda^{n-1}=\frac{1}{(1-\lambda)^2},\qquad
\sum_n n(n-1)\lambda^{n-2}=\frac{2}{(1-\lambda)^3}.$$

Multiplication by $(1-\lambda)\lambda$ and $(1-\lambda)\lambda^2$, respectively, gives

$$N=\langle n\rangle=\frac{\lambda}{1-\lambda}=\sinh^2r,\qquad
\langle n(n-1)\rangle=\frac{2\lambda^2}{(1-\lambda)^2}=2N^2 .$$

Since $\lambda=N/(1+N)$, the single-arm distribution can also be written

$$p_n=\frac{N^n}{(1+N)^{n+1}} .$$

The purity measures how mixed one arm is:

$$\mathrm{Tr}\,\rho_a^2=\frac{(1-\lambda)^2}{1-\lambda^2}
=\frac{1-\lambda}{1+\lambda}=\frac{1}{1+2N}.$$

## 7. The second-order correlation

For one mode, the normalized second-order correlation is

$$g^{(2)}=\frac{\langle a^\dagger a^\dagger aa\rangle}{\langle a^\dagger a\rangle^2}
=\frac{\langle n(n-1)\rangle}{\langle n\rangle^2}.$$

The second form follows from $a^\dagger a^\dagger aa|n\rangle=n(n-1)|n\rangle$. Section 6 now gives

$$g^{(2)}=\frac{2N^2}{N^2}=2\qquad(r>0).$$

The idler result is identical. At $r=0$ there are no photons and the ratio is undefined.

If the occupied mode has temporal shape $f(t)$, the detected field is $af(t)$, apart from vacuum modes that do not contribute to normally ordered averages. The factors $|f(t_1)|^2|f(t_2)|^2$ cancel between numerator and denominator. The correlation is therefore 2 for any two times at which $f$ is nonzero.

The value 2 can also be obtained without the distribution. Replacing $r$ by $-r$ in Section 4 gives

$$U^\dagger aU=a\cosh r+e^{i\phi}b^\dagger\sinh r .$$

Acting twice on vacuum, every term containing $a$ vanishes, since $a$ commutes with $b^\dagger$:

$$(U^\dagger aU)^2|0,0\rangle
=e^{2i\phi}\sinh^2r\,(b^\dagger)^2|0,0\rangle
=\sqrt2\,e^{2i\phi}\sinh^2r\,|0,2\rangle .$$

The squared norm is $\langle a^\dagger a^\dagger aa\rangle=2\sinh^4r=2N^2$. The factor 2 is the bosonic factor from putting two quanta into the same mode.

Weak pumping does not remove this bunching. For small $N$, $p_2\approx N^2$ and $\langle n(n-1)\rangle\approx2p_2$, so the ratio stays at 2 while double pairs become rare. The fraction of nonempty pulses with at least two pairs is

$$\frac{\sum_{n\ge2}p_n}{\sum_{n\ge1}p_n}=\frac{\lambda^2}{\lambda}=\lambda .$$

An ideal idler measurement that finds one photon changes the situation: the factor $\delta_{nm}$ then leaves one signal photon. The thermal result refers to an arm whose partner is ignored.

## 8. Correlation between the arms

Because the two numbers are equal,

$$\langle n_an_b\rangle=\langle n^2\rangle=\langle n(n-1)\rangle+\langle n\rangle=2N^2+N .$$

The normalized cross-correlation is therefore

$$g_{ab}=\frac{\langle n_an_b\rangle}{N^2}=2+\frac1N .$$

Suppose instead that both arms carried classical fluctuating intensities $I_a$ and $I_b$. The Cauchy–Schwarz inequality would require

$$\langle I_aI_b\rangle^2\le\langle I_a^2\rangle\langle I_b^2\rangle .$$

With each self-correlation equal to 2, this means $g_{ab}\le2$. The pair state exceeds the bound by $1/N$. Each arm alone has the number statistics of thermal light, but the two arms together cannot be described by classical intensities. The excess is large for weak pumping and tends to zero as $N$ grows.

## 9. Loss after generation

Let each signal photon survive independently with probability $\eta_a$, and each idler photon with probability $\eta_b$. The signal mean becomes $\eta_aN$. An ordered pair of signal photons survives with probability $\eta_a^2$, so the second factorial moment becomes $2\eta_a^2N^2$. The efficiency cancels:

$$g^{(2)}=\frac{2\eta_a^2N^2}{(\eta_aN)^2}=2 .$$

The whole distribution remains thermal. To see this, use the generating function

$$\sum_np_nz^n=\frac{1-\lambda}{1-\lambda z}=\frac{1}{1+N(1-z)} .$$

Loss replaces the factor $z$ for each photon by $1-\eta_a+\eta_az$. Thus $1-z$ becomes $\eta_a(1-z)$, which is the same function with $N$ replaced by $\eta_aN$.

In the cross-correlation, numerator and denominator both acquire $\eta_a\eta_b$, so $g_{ab}$ is unchanged. The equality of the photon numbers is lost, because one member of a pair may survive without the other. This argument covers loss after the source; loss during generation needs a different evolution equation.

## 10. Where the value 2 fails

**Several mode pairs.** Suppose a detector collects independent signal modes with means $N_k$ without distinguishing them. Each mode contributes $2N_k^2$ to the second factorial moment, and different modes contribute products of means:

$$\langle n(n-1)\rangle=2\sum_kN_k^2+\sum_{j\ne k}N_jN_k
=\Big(\sum_kN_k\Big)^2+\sum_kN_k^2 .$$

Division by the squared total mean gives

$$g^{(2)}=1+\frac1K,\qquad K=\frac{\left(\sum_kN_k\right)^2}{\sum_kN_k^2}.$$

For equally bright modes, $K$ is their number. One mode gives 2, and many equal modes approach 1. Within this model, without background light and with the same collection efficiency for all modes, the correlation of one arm thus measures the effective number of mode pairs. This holds for counts summed over the whole pulse. If the modes differ only in temporal shape and the detector resolves time, the correlation at equal times remains 2, and at unequal times it depends on the times chosen.

**A photon at the input.** Let the signal start with one photon and the idler in vacuum. The transformed operator gives

$$U^\dagger aU|1,0\rangle=\cosh r\,|0,0\rangle+e^{i\phi}\sinh r\,|1,1\rangle ,$$

so the mean signal number is $\cosh^2r+\sinh^2r=1+2N$. Acting a second time gives

$$(U^\dagger aU)^2|1,0\rangle
=2e^{i\phi}\cosh r\sinh r\,|0,1\rangle
+\sqrt2\,e^{2i\phi}\sinh^2r\,|1,2\rangle .$$

The term with $a^2$ vanishes because only one photon was present. The squared norm is $4N(1+N)+2N^2$, hence

$$g^{(2)}=\frac{6N^2+4N}{(1+2N)^2}.$$

This tends to 0 for small $N$, as expected for one photon, and to $3/2$ for large $N$. The value 2 therefore depends on the input state: vacuum gives it, but a single photon does not.

**A depleted pump.** The constant $g$ requires the number of created pairs to remain small compared with the number of pump photons. Outside this range, the derivation of the value 2 no longer applies. A constant $g$ also requires the same pump amplitude in every pulse. If $N$ varies from pulse to pulse, averaging the moments of Section 6 gives $g^{(2)}=2\langle N^2\rangle/\langle N\rangle^2\ge2$ even without depletion; with $r$ proportional to the pump amplitude, a 10% rms spread in pump pulse energy gives about 2.02 at $r=0.5$. Growth of $N=\sinh^2r$ without limit belongs to this approximation.

## 11. Worked example

Take the round model parameters $g=0.05\ \mathrm{ps^{-1}}$ and $t=10\ \mathrm{ps}$. Then

$$r=0.05\times10=0.5,\qquad \sinh r=0.5211,\qquad \tanh r=0.4621 .$$

Squaring gives $N=0.2715$ and $\lambda=0.2136$. The pair-number probabilities follow from $(1-\lambda)\lambda^n$:

| Pairs | Probability |
|---|---|
| 0 | 0.7864 |
| 1 | 0.1679 |
| 2 | 0.0359 |
| 3 | 0.0077 |
| 4 | 0.0016 |

Each entry is about 0.214 times the one above it. About 21% of the nonempty pulses contain more than one pair. The effective energy ratio is $x=-\ln\lambda=1.544$, and the purity of one arm is $1/(1+2\times0.2715)=0.648$.

The second factorial moment is $2N^2=0.1475$, so

$$g^{(2)}=\frac{0.1475}{(0.2715)^2}=2.00,\qquad
g_{ab}=2+\frac{1}{0.2715}=5.68 .$$

The cross-correlation lies well above the classical bound of 2.

Now let $\eta_a=0.6$ and $\eta_b=0.4$. The means fall to $0.6\times0.2715=0.163$ and $0.4\times0.2715=0.109$, while both self-correlations remain 2 and the cross-correlation remains 5.68. The probability that the surviving numbers are equal is

$$P_{\rm eq}=(1-\lambda)\sum_n\lambda^n\sum_{k=0}^{n}\binom nk^2
(\eta_a\eta_b)^k[(1-\eta_a)(1-\eta_b)]^{n-k}.$$

Here $k$ photons survive in each arm out of $n$. For these efficiencies both products equal 0.24. The identity $\sum_k\binom nk^2=\binom{2n}{n}$ counts the ways to choose $n$ objects from two groups of $n$. With the series $\sum_n\binom{2n}{n}y^n=(1-4y)^{-1/2}$ and $y=0.24\lambda$,

$$P_{\rm eq}=\frac{0.7864}{\sqrt{1-0.96\times0.2136}}=0.882 .$$

Unequal numbers therefore occur with probability 0.118, compared with zero before loss.

Next, restore lossless collection and add an independent mode pair with $r=0.3$, whose mean is 0.0927. Then

$$K=\frac{(0.2715+0.0927)^2}{0.2715^2+0.0927^2}=1.61,\qquad
g^{(2)}=1+\frac1K=1.62 .$$

The weaker second pair already lowers the correlation clearly below 2.

Finally, return to one mode pair with $r=0.5$ and put one photon into the signal input. The mean signal number becomes $1+2\times0.2715=1.543$, and

$$g^{(2)}=\frac{6(0.2715)^2+4(0.2715)}{(1.543)^2}=0.642 .$$

The same interaction thus gives a value below 1 with this input and the thermal value 2 with vacuum input.

All numerical values are calculated from the stated model.
